# Why compressed oxide scales spall first at convex corners

## Definitions and conventions

An oxide scale of uniform thickness \(h\) is bonded to a metal whose surface has radius of curvature \(R\), measured at the interface. The surface is convex if the metal lies on the side of the centre of curvature, as at a rounded outer edge. Stresses \(\sigma_{rr}\) (normal to the interface) and \(\sigma_{\theta\theta}\) (along the curved direction, the hoop stress) are positive in tension. The scale is in compression, and \(\sigma>0\) denotes the magnitude of that compression, so \(\sigma_{\theta\theta}=-\sigma\). The force per unit length carried by the scale is \(N_0=\sigma h\), also a positive magnitude. The normal traction \(p\) is the value of \(\sigma_{rr}\) at the interface: \(p>0\) means that the interface is being pulled apart.

Scale and metal are isotropic and elastic, with Young's moduli \(E,E_m\) and Poisson ratios \(\nu,\nu_m\), and \(E'=E/(1-\nu^2)\). The equations contain no constants of nature and hold in any consistent units, atomic units included. The example uses engineering units.

## The traction on a curved interface

Take a coated cylinder and cut from the scale a small sector between \(r\) and \(r+dr\), of angle \(d\theta\) and unit length along the axis. By symmetry there is no shear stress on its faces. The radial stresses on its curved faces give a net outward force \(d(r\sigma_{rr})\,d\theta\). The hoop stresses act on two faces of area \(dr\), inclined to each other by \(d\theta\), and give an inward force \(\sigma_{\theta\theta}\,dr\,d\theta\) when tensile. Equilibrium requires

\[
\frac{d}{dr}(r\sigma_{rr})=\sigma_{\theta\theta}.
\]

Integrate from the interface \(r=R\) to the outer surface \(r=R+h\), where \(\sigma_{rr}=0\):

\[
0-R\,\sigma_{rr}(R)=\int_R^{R+h}\sigma_{\theta\theta}\,dr=-\sigma h
\quad\Rightarrow\quad p=\frac{\sigma h}{R}.
\]

Here \(\sigma\) is the hoop compression averaged through the thickness. With that meaning no approximation has been made, and no elastic law was used.

The sign has a simple origin. At each end of a short arc, the neighbouring scale pushes along the local tangent. On a convex arc the two pushes are not quite opposed, and both have a small outward component. Their sum is \(N_0\,d\theta\). The metal must hold the arc, of length \(R\,d\theta\), with an inward pull, and the interface transmits this pull as tension.

On a sphere the hoop stress acts in two directions and areas grow as \(r^2\), so the same balance reads \(d(r^2\sigma_{rr})/dr=2r\sigma_{\theta\theta}\). For uniform compression,

\[
R^2p=2\sigma\int_R^{R+h}r\,dr=\sigma(2Rh+h^2),
\qquad p=\frac{2\sigma h}{R}\left(1+\frac{h}{2R}\right).
\]

To leading order in \(h/R\), a corner rounded in both directions carries twice the traction of a rounded edge. If the scale instead lines a cylindrical cavity, it occupies \(R-h<r<R\), and the free surface is the lower limit of the integral. Then \(R\sigma_{rr}(R)=-\sigma h\), so \(p=-\sigma h/R\): a concave interface is pressed together. For \(R\to\infty\) the traction vanishes. This flat result applies away from free edges of the scale.

## The size of the stress and of its correction

Let the metal shrink more than the scale on cooling, so that a free scale would be larger than the metal surface by a strain \(\varepsilon\). On a thick flat metal the bonded scale is compressed elastically by \(\varepsilon\) in both in-plane directions. Hooke's law, \(-\varepsilon=(-\sigma+\nu\sigma)/E\), gives

\[
\sigma=\frac{E\varepsilon}{1-\nu}=E'(1+\nu)\varepsilon .
\]

The example is an alumina scale on a nickel-based alloy, with rough values \(E=380\) GPa, \(\nu=0.25\), an expansion difference of \(6\times10^{-6}\) per kelvin and cooling by 1080 K. Then \(\varepsilon=0.648\,\%\) and \(\sigma=380\times0.00648/0.75=3.28\) GPa. With \(h=3\) µm and \(R=30\) µm,

\[
p=3283\ \text{MPa}\times\frac{3}{30}=328\ \text{MPa},
\]

or 0.00205 eV/Å\(^3\). A spherical corner of the same radius has 657 MPa at leading order.

Using the flat-film \(\sigma\) on a curved surface is an approximation, because curvature lets the scale relax a little. To first order in \(h/R\), a coated solid cylinder with fixed axial strain loses hoop compression in three ways.

1. The metal core is under equal radial and hoop tension \(p\). It expands by the strain \((1+\nu_m)(1-2\nu_m)p/E_m\), which removes \(E'\) times this strain from the compression.
2. The scale thickens by the strain \(\varepsilon(1+\nu)/(1-\nu)\), made up of \(\varepsilon\) itself and the Poisson expansion \(2\nu\varepsilon/(1-\nu)\). Material at height \(z\) therefore moves outward and gains the hoop strain \(z\varepsilon(1+\nu)/[(1-\nu)R]\). With mean height \(h/2\), this removes \(\sigma h/[2(1-\nu)R]\).
3. The radial tension in the scale falls from \(p\) to zero and has mean \(p/2\). In plane strain it adds the hoop tension \(\nu p/[2(1-\nu)]\).

Together,

\[
p\simeq\frac{\sigma h}{R}\left(1-c\,\frac hR\right),\qquad
c=\frac{E'(1+\nu_m)(1-2\nu_m)}{E_m}+\frac{1+\nu}{2(1-\nu)} .
\]

With \(E_m=200\) GPa and \(\nu_m=0.30\), \(c=1.054+0.833=1.887\), a reduction of 19 % at \(h/R=0.1\). The complete elastic solution gives 276 MPa, which is 16 % below \(\sigma h/R\); the difference between the two reductions is of higher order.

## A rounded corner between two flats

Let a fillet of radius \(R\) join two flat faces at right angles. In the thin-scale description the traction is \(\sigma h/R\) on the arc and zero on the flats. Its resultant along the bisector, per unit length of edge, is

\[
\int_{-\pi/4}^{\pi/4}\frac{\sigma h}{R}\cos\theta\;R\,d\theta=\sqrt2\,\sigma h .
\]

The radius has cancelled. The flats push on the corner with a fixed force, here about 14 kN per metre of edge, and a smaller radius concentrates it on a smaller area. When \(R\) is no longer large compared with \(h\), the distribution ceases to follow \(\sigma h/R\), and the formula must not be continued to an ideally sharp corner.

A plane-strain finite-element calculation of a coated square bar with rounded corners and half-width \(50h\), with a small central hole left by the mesh, shows the contrast. For \(R=10h\) the traction is 272 MPa in the middle of the arc and 0.1 MPa in the middle of the flat. The arc value is 17 % below \(\sigma h/R\), and the shortfall drops to 9.5 % for \(R=20h\). The force \(N\) actually carried by the scale at the middle of the arc gives \(N/R=272.5\) MPa, so the shortfall comes from relaxed compression and not from a failure of the force balance.

## Why the traction matters: a flaw under the scale

A normal tension does not by itself prove that the scale comes off. Failure can start from a flaw in the interface, and the question is what the traction does there. Let the scale be unbonded over a long strip \(-b<x<b\) parallel to the cylinder axis, with \(b\ll R\), and treat the metal as rigid. The unloaded shape is \(y=-x^2/2R\), and \(w(x)\) is the outward deflection. The strip has bending stiffness \(D=E'h^3/12\) and carries a compression \(N\), which is uniform because no shear traction acts on the unbonded strip.

A compressive force in a strip of shape \(y+w\) produces the outward load \(-N(y+w)''\), and bending resists with \(Dw''''\). Since \(y''=-1/R\),

\[
Dw''''+Nw''=\frac NR ,\qquad w(\pm b)=w'(\pm b)=0 .
\]

The right-hand side is the traction that the missing bond no longer supplies. With \(k^2=N/D\) and \(\phi=kb\), the symmetric solution is

\[
w=A+\frac{x^2}{2R}+B\cos kx,\qquad B=\frac{b}{Rk\sin\phi},
\]

where \(w'(b)=0\) fixes \(B\) and \(w(b)=0\) fixes \(A\). Its slope is

\[
w'=\frac1R\left(x-b\,\frac{\sin kx}{\sin\phi}\right).
\]

For \(0<\phi<\pi\) the ratio \(\sin kx/x\) decreases with \(x\), so \(w'<0\) for \(0<x<b\). The deflection falls to zero at the edge and is therefore positive inside: the flaw opens, however small it is. The edge moment is

\[
M=Dw''(b)=\frac DR\,(1-\phi\cot\phi)>0 .
\]

Lifting lengthens the strip and relieves part of its compression. The local stretch is \(s=u'+y'w'+w'^2/2\), with \(u\) the displacement along \(x\). It is uniform because \(N\) is. As \(u(\pm b)=0\), averaging over the strip gives

\[
s=\tfrac12\left\langle(y'+w')^2-y'^2\right\rangle
=\frac{b^2}{2R^2}\left[\frac{1-\sin2\phi/(2\phi)}{2\sin^2\phi}-\frac13\right],
\]

where \(y'+w'=-Bk\sin kx\) and \(\langle y'^2\rangle=b^2/3R^2\) were used. The remaining force is \(N=N_0-E'hs\), and since \(N=D\phi^2/b^2\), this is one equation for \(\phi\).

## The energy released

The energy of the strip per unit length, relative to the bonded state, has density \(f=\frac12Dw''^2+\frac12E'hs^2-N_0s\). Move the edge at \(b\) outward by \(\delta b\). The added piece contributes \(f(b)\,\delta b\). Because the new solution must be clamped at \(b+\delta b\), the fields at the old edge change by \(\delta w=0\), \(\delta w'=-w''\delta b\) and \(\delta u=-s\,\delta b\). Interior variations contribute nothing, as the strip is in equilibrium, but the edge terms \(Dw''\delta w'+(E'hs-N_0)\delta u\) remain. The sum is

\[
\frac{\delta U}{\delta b}=f-Dw''^2-(E'hs-N_0)s=-\tfrac12Dw''^2-\tfrac12E'hs^2 .
\]

The energy release rate at each edge is minus this quantity:

\[
G=\frac{M^2}{2D}+\frac{(N_0-N)^2}{2E'h}.
\]

As a test, the strip energy was minimized with polynomial deflections and differentiated numerically with respect to flaw size. For \((b,R)=(8,30)\), \((12,60)\) and \((15,100)\) µm, the two values of \(G\) agree within 0.2 %.

For a small flaw, \(\phi\cot\phi\simeq1-\phi^2/3\), so \(M\simeq D\phi^2/3R=Nb^2/3R\simeq pb^2/3\). The loss of compression is then negligible, and

\[
G\simeq\frac{p^2b^4}{18D}=\frac{2\sigma^2b^4}{3E'hR^2}.
\]

This requires \(b\gg h\), so that the strip bends as a thin beam with clamped edges, and also \(\phi\ll1\) and \(b^2\ll hR\). The last condition follows from expanding the stretch, \(s\simeq b^2\phi^2/45R^2\), which gives a fractional loss of compression \((4/15)(b^2/hR)^2\). For the example scale \(\phi\simeq(12\sigma/E')^{1/2}\,b/h=0.31\,b/h\), so \(\phi\ll1\) and \(b\gg h\) cannot both hold. The law is strictly valid only for scales under much weaker compression, and for the example it is a scaling guide.

The result links traction to spallation and also shows that traction alone is not the criterion. At fixed \(\sigma\), \(h\) and \(b\), \(G\) varies as \(1/R^2\). Within the range of this law, a thicker scale at fixed \(\sigma\), \(b\) and \(R\) has a larger traction but a smaller \(G\), because its bending stiffness grows as \(h^3\). The trend must not be extended to flaws only a few thicknesses wide, or to scales so thin that lifting relieves much of their compression. In the example it is in fact reversed: for \(b=6.3\) µm and \(R=30\) µm, the linear finite-element \(G\) of the coated bar rises from about 21 to 26 J/m\(^2\) as \(h\) goes from 1.5 to 4.5 µm.

## Flat and concave surfaces

On a flat surface the load \(N/R\) is absent. The equation \(Dw''''+Nw''=0\) with clamped ends has only the solution \(w=0\) until \(\sin\phi=0\), that is \(\phi=\pi\). The flaw stays unloaded up to the buckling half-width

\[
b_B=\pi\sqrt{\frac{D}{\sigma h}}=\pi h\sqrt{\frac{E'}{12\sigma}}=30.2\ \text{µm}
\]

for the example. A convex scale needs no such threshold. On a concave surface the load reverses and presses the unbonded strip against the metal. The state \(w=0\) with contact pressure \(\sigma h/R\) is then in equilibrium, and no opening force acts on the flaw. Whether a wide concave flaw could be snapped outward by a finite disturbance is not treated here.

## Reading the numbers

Suppose that the flaw grows when \(G\) reaches an interface toughness \(\Gamma=10\) J/m\(^2\), a rough value taken as independent of the mix of opening and shear. The small-flaw law then gives

\[
b_c=\left(\frac{18D\Gamma R^2}{\sigma^2h^2}\right)^{1/4}.
\]

With \(D=912\) GPa µm\(^3\), \(\Gamma=0.010\) GPa µm and \(\sigma h=9.85\) GPa µm, this is 6.2 µm at \(R=30\) µm. The full arch equations give the following, with \(\sigma\), \(h\) and \(\Gamma\) held fixed.

| \(R\) (µm) | \(\sigma h/R\) (MPa) | critical \(b\) (µm) |
|---|---|---|
| 30 | 328 | 6.3 |
| 100 | 98 | 11 |
| 300 | 33 | 18 |
| 1000 | 10 | 25 |
| flat | 0 | 31 |

In the arch model, a flaw five times narrower than the one needed on the flat is enough at the 30 µm corner. It fits there, since half the length of the fillet is 23.6 µm. Its half-width is only about \(2h\), however. Beam theory makes so short a strip too stiff and underestimates \(G\), so 6.3 µm should be read as an overestimate of the critical size. The overestimate is large: in the linear finite-element bar a flaw of this width has \(G\approx23\) J/m\(^2\), more than twice the arch value, and \(G\) reaches \(\Gamma\) already at \(b\approx4.3\) µm. For gentle curvature the critical size departs from the \(R^{1/2}\) law and approaches the flat value, because \(\phi\) is no longer small and the compression amplifies the deflection.

The finite-element bar provides a comparison without the beam approximation. A flaw with \(b=8.8\) µm in the middle of the 30 µm arc opens by roughly 0.16 µm (the mean for two neighbouring flaw sizes) and has \(G\approx43\) J/m\(^2\), and a converged mesh raises both values by about 5 %, to 0.17 µm and 44.5 J/m\(^2\). A flaw with \(b=7.5\) µm in the flat has \(G=0.001\) J/m\(^2\). The small difference in flaw size cannot account for this: under the \(b^4\) law it would change \(G\) by a factor of about two.

For the same arc flaw the arch equations give 31 J/m\(^2\), so the finite-element value is about 1.4 times larger. Before the flaw is introduced, the finite-element scale carries 17 % less compression than the flat-film value used in the arch equations, which acts the other way. Two effects missing from the arch equations raise \(G\): the flaw edges deform elastically instead of being rigidly clamped, and a strip only a few thicknesses wide also deforms in shear. Their separate contributions are not calculated here. The finite-element calculation is also linear: it includes the stretching \(y'w'\), but omits the quadratic part \(w'^2/2\) and the amplification by the term \(Nw''\).

The value 43 J/m\(^2\) slightly exceeds \(\sigma^2h/2E'=40\) J/m\(^2\), the energy per area released when the hoop compression of a flat scale is removed at fixed axial strain. There is no contradiction. \(G\) is the release per newly unbonded area, and advancing the edge also releases energy from the strip already unbonded.

## The real scale

The parameters describe a thin alumina scale on an alumina-forming nickel alloy only roughly. A compressive growth stress of 0.3 GPa, also a rough value, would add 9 % to \(\sigma\). The assumption most open to doubt is that the metal stays elastic. If hot metal yields near 50 MPa, the corner traction \(\sigma h/R\) reaches this level after only 164 K of cooling; with the complete elastic solution for the cylinder it takes 196 K. Yielding depends on stress differences, however, not on the traction alone. The core of the coated cylinder is under equal radial and hoop tension \(p\) and, at fixed axial strain, an axial tension \(2\nu_mp\). Its von Mises stress is therefore only \((1-2\nu_m)p=0.4p\), which reaches 50 MPa after about 490 K. This low value depends on the fixed axial strain. In a cylinder with free ends the metal must also balance the axial compression of the scale; its axial tension is then about \(1.9p\), its von Mises stress about \(0.86p\), and 50 MPa is reached after about 230 K. Around a fillet the stress is not uniform: in the coated bar the largest von Mises stress in the metal along the interface is roughly 220 MPa after full cooling, so yielding begins after roughly 250 K. The elastic results are thus a guide and not a prediction for the whole cooling range. If, for illustration, all stress from the first 164 K were lost, the final \(\sigma\) would fall by 15 %; continued creep could remove more.

Real flats are also rough. An undulation of amplitude 0.2 µm and wavelength 20 µm has a crest radius of 51 µm. The thin-scale formula gives tractions of \(\pm194\) MPa, tensile at crests and compressive in valleys. This is an overestimate, because the scale is nearly as thick as the wavelength divided by \(2\pi\), 3.2 µm, and relaxes more than a thin one; the elastic solution to first order in the amplitude gives \(\pm126\) MPa. Each convex part is only 10 µm wide, however, so a flaw confined to it has \(b\le5\) µm. At equal \(b\), the small-flaw law gives the crest only \((30/51)^2\approx0.35\) times the \(G\) of the corner, and the corner also has room for wider flaws. Flaws this narrow, \(b<2h\), lie outside the range of that law, so the ratio is only indicative. Within this model, such roughness does not remove the corner's disadvantage.

Two smaller omissions can be sized at the critical flaw of the 30 µm corner. The slope \(b/R\) is 0.21, so the shallow-arch assumption is fair but not perfect. The unbonded scale's own mismatch also changes its natural curvature by \((1+\nu)\varepsilon/R\). The resulting moment, \(D(1+\nu)\varepsilon/R\), is a fraction \(h^2/4b^2\), or 6 %, of the edge moment \(N_0b^2/3R\). It is uniform along the strip, and because the slope \(w'\) vanishes at both clamped edges it does no net work. In the arch model it therefore changes neither the deflection nor \(G\).

The model covers the start of detachment. Loss of a piece of scale also requires cracks through its thickness, which are not calculated here. For flaws small enough to follow the \(1/R^2\) law, rounding an edge more generously lowers the driving force if stress, thickness and flaw size stay the same. For wide flaws the arch equations can give the opposite trend, because a tightly curved strip has already lost most of the compression that bends it. If rounding changes the oxide or its adhesion, those changes must be assessed separately. The complete set of values is in the numerical output below.

## Table of computed values

```
Scale: E = 380 GPa, nu = 0.25 (rough)
Metal: E = 200 GPa, nu = 0.30 (rough)
Expansion difference = 6.0 1e-6/K (rough)
Temperature drop = 1080 K
Scale thickness h = 3.0 um, corner R = 30 um
Mismatch strain = 0.648 %
Flat-film compression sigma = 3.283 GPa
Traction sigma h/R, cylinder = 328.3 MPa
  same in eV/angstrom^3 = 0.00205
Traction 2 sigma h/R, sphere = 656.6 MPa
Bisector force sqrt2 sigma h = 13929 N/m
Full elastic coated cylinder = 275.6 MPa
Finite elements, middle of arc = 272.3 MPa
Finite elements, middle of flat = 0.117 MPa
Arc: local N/R = 272.5 MPa
Arc shortfall from sigma h/R, R=10h = 17.1 %
Arc shortfall from sigma h/R, R=20h = 9.5 %
Stored energy of flat scale G0 = 39.9 J/m2
Interface toughness assumed = 10 J/m2 (rough)
Flat buckling half-width = 30.23 um
R = 30 um: traction 328.3 MPa, critical b 6.31 um
R = 100 um: traction 98.5 MPa, critical b 11.16 um
R = 300 um: traction 32.8 MPa, critical b 17.70 um
R = 1000 um: traction 9.8 MPa, critical b 25.13 um
Flat: critical b = 31.27 um
Half-length of 90 degree arc = 23.6 um
Test flaw in arc, b = 8.84 um
  arch theory G = 30.80 J/m2
  small-flaw law G = 40.02 J/m2
  compression left in arch = 81.8 %
  finite-element G = 42.54 J/m2
  finite-element / arch = 1.38
  finite-element opening = 160.6 nm
Test flaw in flat, b = 7.50 um
  finite-element G = 0.00137 J/m2
  finite-element opening = 0.046 nm
Neglected effects, sized for R = 30 um:
  mismatch bending / edge moment = 5.6 % at critical b
  slope at flaw edge b/R = 0.210
  growth stress 0.3 GPa (rough) / sigma = 9.1 %
  roughness 0.2 um, wavelength 20 um:
    crest radius 50.7 um, traction +/-194 MPa
  hot metal yield = 50 MPa (rough)
    traction reaches it after 164 K of cooling
```
